# How one p pseudostate gives hydrogen's whole static dipole polarisability: test program

```python
"""Hydrogen 1s in a static field: one p pseudostate gives the whole polarisability.

Result under test: chi = N R(r) Y10 with R = (r + r^2/2) exp(-r) has mean energy
-7/43 Ry = -7/86 hartree, and its single term in the second-order sum gives
alpha = 9/2 a0^3, the full static dipole polarisability of the 1s state.

Units: lengths in a0, energies in Ry; H = -Laplacian - 2/r, ground energy -1.
Perturbation g*z (g in Ry/a0) shifts the energy by -S g^2, and alpha = 4 S.
Radial functions on the grid are u = r * (full radial function).
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.special import eval_genlaguerre, gammaln
from scipy.optimize import minimize_scalar

# ---------- exact symbolic part ----------
r = sp.symbols("r", positive=True)
R = (r + r**2 / 2) * sp.exp(-r)


def radial_h(f):
    """Radial Hamiltonian for l = 1 acting on a full radial function."""
    return -sp.diff(r**2 * sp.diff(f, r), r) / r**2 + 2 * f / r**2 - 2 * f / r


def integral(f):
    return sp.integrate(sp.expand(sp.simplify(f)), (r, 0, sp.oo))


assert sp.simplify(radial_h(R) + R - 2 * r * sp.exp(-r)) == 0
norm_int = integral(R**2 * r**2)
dip_int = integral(R * r**3 * sp.exp(-r))
energy = sp.nsimplify(integral(R * radial_h(R) * r**2) / norm_int)
gap = energy + 1
z2 = sp.Rational(4, 3) * dip_int**2 / norm_int
alpha = 4 * z2 / gap
variance = integral(radial_h(R)**2 * r**2) / norm_int - energy**2
assert norm_int == sp.Rational(129, 32) and dip_int == sp.Rational(27, 16)
assert energy == sp.Rational(-7, 43) and z2 == sp.Rational(81, 86)
assert alpha == sp.Rational(9, 2)
assert sp.simplify(variance - (sp.Rational(32, 43) - gap**2)) == 0

# ---------- quadrature grid and Laguerre basis ----------
node, weight = np.polynomial.legendre.leggauss(24)
x = (np.arange(130)[:, None] + 0.5 * (node + 1)).ravel()
w = np.tile(0.5 * weight, 130)
u_1s = 2 * x * np.exp(-x)


def basis(l, size, lam):
    """Orthonormal radial functions and their Hamiltonian matrix."""
    t = 2 * lam * x
    u, du = [], []
    for k in range(size):
        c = np.exp(0.5 * (np.log(2 * lam) + gammaln(k + 1)
                          - gammaln(k + 2 * l + 3)) - t / 2)
        lag = eval_genlaguerre(k, 2 * l + 2, t)
        dlag = -eval_genlaguerre(k - 1, 2 * l + 3, t) if k else 0 * t
        u.append(c * t**(l + 1) * lag)
        du.append(2 * lam * c * t**l * ((l + 1 - t / 2) * lag + t * dlag))
    u, du = np.array(u), np.array(du)
    h = (du * w) @ du.T + (u * w * (l * (l + 1) / x**2 - 2 / x)) @ u.T
    return u, (h + h.T) / 2


def p_spectrum(lam):
    """Gaps above 1s and squared z elements for the p states of a basis."""
    u, h = basis(1, 20, lam)
    e, v = np.linalg.eigh(h)
    d = (u * w) @ (x * u_1s) / np.sqrt(3)
    return u, h, d, e, v, e + 1, (v.T @ d)**2


u_p, h_p, d_p, e_p, v_p, gaps, strengths = p_spectrum(0.8)
assert np.allclose((u_p * w) @ u_p.T, np.eye(20), atol=1e-9)
assert abs(e_p[0] + 0.25) < 1e-8
alpha_basis = 4 * np.sum(strengths / gaps)
assert abs(alpha_basis - float(alpha)) < 1e-7
closure, f_sum = np.sum(strengths), np.sum(gaps * strengths)
assert abs(closure - 1) < 1e-7 and abs(f_sum - 1) < 1e-6

# pseudostate expanded in the basis: energy and spread from the spectrum
u_chi = (x**2 + x**3 / 2) * np.exp(-x)
u_chi /= np.sqrt(np.sum(w * u_chi**2))
chi = (u_p * w) @ u_chi
weights = (v_p.T @ chi)**2
assert abs(np.sum(weights) - 1) < 1e-9
assert abs(chi @ h_p @ chi - float(energy)) < 1e-8
assert abs(weights @ e_p**2 - (weights @ e_p)**2 - float(variance)) < 1e-6

# ---------- ground energy in a finite field, s + p + d functions ----------
blocks = [basis(l, 20, 0.8) for l in range(3)]
h_free, z_mat = np.zeros((60, 60)), np.zeros((60, 60))
for l in range(3):
    a = slice(20 * l, 20 * l + 20)
    h_free[a, a] = blocks[l][1]
    if l < 2:
        b = slice(20 * l + 20, 20 * l + 40)
        angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        z_mat[a, b] = angular * (blocks[l][0] * w * x) @ blocks[l + 1][0].T
        z_mat[b, a] = z_mat[a, b].T


def ground(g):
    e = np.linalg.eigvalsh(h_free + g * z_mat)
    return e[np.argmin(abs(e + 1))]


g_field = 0.002
e_zero = ground(0.0)
slope1 = (e_zero - ground(g_field)) / g_field**2
slope2 = (e_zero - ground(2 * g_field)) / (2 * g_field)**2
alpha_field = 4 * (4 * slope1 - slope2) / 3  # removes the fourth-order shift
assert abs(alpha_field - float(alpha)) < 1e-5

# ---------- explicit sum over true bound and continuum p states ----------
terms = []
for n in range(2, 61):
    t = 2 * x / n
    c = np.sqrt((2 / n)**3 / (2 * n * (n - 1) * n * (n + 1)))
    u_n = c * x * t * np.exp(-t / 2) * eval_genlaguerre(n - 2, 3, t)
    z_n = np.sum(w * u_n * x * u_1s) / np.sqrt(3)
    terms.append(4 * z_n**2 / (1 - 1 / n**2))
alpha_2p = terms[0]
alpha_bound = sum(terms) + terms[-1] * 60**3 / (2 * 60.5**2)
assert abs(alpha_2p - 4 * strengths[0] / gaps[0]) < 1e-7

rn, rw = np.polynomial.legendre.leggauss(80)
rn, rw = 11 * (rn + 1), 11 * rw
kn, kw = np.polynomial.legendre.leggauss(20)
kn, kw = 2.5 * (kn + 1), 2.5 * kw
alpha_cont = 0.0
for k, wk in zip(kn, kw):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * s))) for s in rn])
    z_k = np.sqrt(2 / np.pi / 3) * np.sum(rw * wave * 2 * rn**2 * np.exp(-rn))
    alpha_cont += wk * 4 * z_k**2 / (1 + k**2)
# tolerance: cut at k = 5, r = 22 and the asymptotic tail of the bound sum
assert abs(alpha_bound + alpha_cont - float(alpha)) < 5e-4

# ---------- upper bound for any single p state ----------
rng = np.random.default_rng(1)
shifted = h_p + np.eye(20)
for size in (1e-3, 1e-2, 0.1, 1.0, 10.0):
    for _ in range(40):
        f = chi + size * rng.normal(size=20)
        assert 4 * (f @ d_p)**2 / (f @ shifted @ f) < float(alpha) + 1e-7


def alpha_single(b):
    """Contribution of the single function r exp(-b r) Y10."""
    u = x**2 * np.exp(-b * x)
    du = (2 * x - b * x**2) * np.exp(-b * x)
    top = np.sum(w * u * x * u_1s)**2 / 3
    return 4 * top / np.sum(w * (du**2 + u**2 * (2 / x**2 - 2 / x + 1)))


best = minimize_scalar(lambda b: -alpha_single(b), bounds=(0.4, 1.5),
                       method="bounded", options={"xatol": 1e-9})
assert -best.fun < float(alpha) - 1e-3

# ---------- remainder orthogonal to the true 2p state ----------
overlap = v_p[:, 0] @ chi
rest = chi - overlap * v_p[:, 0]
rest /= np.linalg.norm(rest)
e_rest = rest @ h_p @ rest
alpha_rest = 4 * (rest @ d_p)**2 / (e_rest + 1)
assert abs(alpha_2p + alpha_rest - float(alpha)) < 1e-6

# ---------- dynamic polarisability ----------
other = p_spectrum(0.7)
dynamic = []
for omega in (0.2, 0.4, 0.6):
    full = 4 * np.sum(strengths * gaps / (gaps**2 - omega**2))
    check = 4 * np.sum(other[6] * other[5] / (other[5]**2 - omega**2))
    one = float(4 * z2 * gap / (gap**2 - omega**2))
    assert abs(full - check) < 1e-6 and full > one
    dynamic.append((omega, full, one))

print("Norm integral of R^2 r^2 (a0^5 scale):", norm_int)
print("Dipole integral of R r^3 exp(-r):", dip_int)
print(f"Pseudostate energy: {energy} = {float(energy):.6f} Ry")
print(f"Pseudostate energy: {energy / 2} = {float(energy / 2):.6f} hartree")
print(f"Gap above 1s: {gap} = {float(gap):.6f} Ry")
print(f"Squared dipole element: {z2} = {float(z2):.6f} a0^2")
print(f"Polarisability from the pseudostate: {alpha} = {float(alpha):.6f} a0^3")
print(f"Polarisability, Laguerre basis sum: {alpha_basis:.6f} a0^3")
print(f"Field strength parameter g: {g_field} and {2 * g_field} Ry/a0")
print(f"Polarisability, finite field: {alpha_field:.5f} a0^3")
print(f"Contribution of true 2p: {alpha_2p:.4f} a0^3")
print(f"Contribution of all bound p states: {alpha_bound:.4f} a0^3")
print(f"Contribution of the p continuum: {alpha_cont:.4f} a0^3")
print(f"Bound plus continuum: {alpha_bound + alpha_cont:.4f} a0^3")
print(f"Share of 2p: {100 * alpha_2p / float(alpha):.2f} percent")
print(f"Share of continuum: {100 * alpha_cont / float(alpha):.2f} percent")
print(f"Single r exp(-r): {alpha_single(1.0):.4f} a0^3")
print(f"Best single r exp(-b r): b = {best.x:.4f} 1/a0")
print(f"Its contribution: {-best.fun:.4f} a0^3")
print(f"Closure sum of the full basis: {closure:.6f} a0^2")
print(f"Oscillator strength sum of the full basis: {f_sum:.6f}")
print(f"Oscillator strength of pseudostate: {gap * z2} = {float(gap * z2):.6f}")
print(f"Energy variance: {variance} = {float(variance):.6f} Ry^2")
print(f"Energy spread: {float(variance)**0.5:.4f} Ry")
print(f"Weight of true 2p in pseudostate: {overlap**2:.4f}")
print(f"Energy of remainder orthogonal to 2p: {e_rest:.4f} Ry")
print(f"Contribution of that remainder: {alpha_rest:.4f} a0^3")
for omega, full, one in dynamic:
    print(f"Photon energy {omega} Ry: full {full:.4f}, pseudostate {one:.4f} a0^3")
print("tests ok")
```

Running it gives:

```
Norm integral of R^2 r^2 (a0^5 scale): 129/32
Dipole integral of R r^3 exp(-r): 27/16
Pseudostate energy: -7/43 = -0.162791 Ry
Pseudostate energy: -7/86 = -0.081395 hartree
Gap above 1s: 36/43 = 0.837209 Ry
Squared dipole element: 81/86 = 0.941860 a0^2
Polarisability from the pseudostate: 9/2 = 4.500000 a0^3
Polarisability, Laguerre basis sum: 4.500000 a0^3
Field strength parameter g: 0.002 and 0.004 Ry/a0
Polarisability, finite field: 4.50000 a0^3
Contribution of true 2p: 2.9596 a0^3
Contribution of all bound p states: 3.6633 a0^3
Contribution of the p continuum: 0.8367 a0^3
Bound plus continuum: 4.5000 a0^3
Share of 2p: 65.77 percent
Share of continuum: 18.59 percent
Single r exp(-r): 4.0000 a0^3
Best single r exp(-b r): b = 0.7970 1/a0
Its contribution: 4.4753 a0^3
Closure sum of the full basis: 1.000000 a0^2
Oscillator strength sum of the full basis: 1.000000
Oscillator strength of pseudostate: 1458/1849 = 0.788534
Energy variance: 80/1849 = 0.043267 Ry^2
Energy spread: 0.2080 Ry
Weight of true 2p in pseudostate: 0.7342
Energy of remainder orthogonal to 2p: 0.0781 Ry
Contribution of that remainder: 1.5404 a0^3
Photon energy 0.2 Ry: full 4.7843, pseudostate 4.7723 a0^3
Photon energy 0.4 Ry: full 5.9417, pseudostate 5.8311 a0^3
Photon energy 0.6 Ry: full 10.5639, pseudostate 9.2519 a0^3
tests ok
```
